# Homodyne tomography with inefficient detectors: maximum likelihood and filtered back-projection

A molecule in a cavity emits a light pulse whose quantum state carries information about the emitter. The pulse is mixed with a strong laser, the local oscillator, on a 50/50 beam splitter, and two photodiodes record the difference of the photon counts. Each diode misses a fraction $1-\eta$ of the photons. Which density matrix follows from such a record, and how does its average error depend on the reconstruction method?

Atomic units are used, with $\hbar=1$. The quadrature at local-oscillator phase $\theta$ is
$$x_\theta=\frac{a e^{-i\theta}+a^\dagger e^{i\theta}}{\sqrt2}=x\cos\theta+p\sin\theta ,$$
so the vacuum variance is $1/2$. The efficiency and phases are assumed known, shots independent, modes matched, and dark counts absent.

## From counts to a noisy quadrature

Let $b$ be the local-oscillator mode. The output modes $c_1=(b+a)/\sqrt2$ and $c_2=(b-a)/\sqrt2$ give
$$N_-=c_1^\dagger c_1-c_2^\dagger c_2=a^\dagger b+b^\dagger a .$$
For a strong coherent oscillator, $b\to|\beta|e^{i\theta}$ and $N_-\to\sqrt2|\beta|x_\theta$.

Loss replaces $c_i$ by $\sqrt\eta\,c_i+\sqrt{1-\eta}\,v_i$, with $v_i$ in vacuum. To leading order in $|\beta|$, both $c_i$ in the cross terms equal $|\beta|e^{i\theta}/\sqrt2$. The count difference is then
$$D\simeq\eta\sqrt2|\beta|x_\theta+\sqrt{\eta(1-\eta)}\sqrt2|\beta|v,$$
where $v$ is the quadrature of the vacuum mode $(v_1-v_2)/\sqrt2$. Dividing by $\sqrt{2\eta}|\beta|$ gives
$$y=\sqrt\eta\,x_\theta+\sqrt{1-\eta}\,v. \tag{1}$$

The finite-oscillator correction to the second moment can be found without this approximation. Squaring $N_-$ and averaging over the coherent state gives
$$\langle N_-^2\rangle=|\beta|^2\langle a^2e^{-2i\theta}+a^{\dagger2}e^{2i\theta}\rangle+\langle n\rangle(|\beta|^2+1)+(\langle n\rangle+1)|\beta|^2,$$
which equals $2|\beta|^2\langle x_\theta^2\rangle+\langle n\rangle$, where $n=a^\dagger a$. Independent detection adds the binomial variance $\eta(1-\eta)(|\beta|^2+\langle n\rangle)$ to $\eta^2\langle N_-^2\rangle$. Division by $2\eta|\beta|^2$ yields
$$\langle y^2\rangle=\eta\langle x_\theta^2\rangle+\frac{1-\eta}{2}+\frac{\langle n\rangle}{2|\beta|^2}.$$
The last term is the departure of the second moment from the value implied by (1); higher moments have their own finite-oscillator corrections.

## A two-level example by hand

Suppose the pulse contains one photon with probability $q$ and is otherwise empty. Since $\psi_1^2(x)=2x^2\psi_0^2(x)$, the second moment is $1/2$ for vacuum and $3/2$ for one photon. Thus $\langle x^2\rangle=1/2+q$, and (1) gives
$$\langle y^2\rangle=\eta(1/2+q)+(1-\eta)/2=1/2+\eta q.$$
Ignoring loss, one infers $\eta q$. Including it, one divides by $\eta$, which also divides the statistical error by $\eta$.

Likelihood works with outcome probabilities. Take two outcomes, $|y|<1$ and $|y|\ge1$. Integration of $\psi_0^2$ and $\psi_1^2$ gives inner probabilities $0.8427$ and $0.4276$. For $\eta=0.8$ a photon survives with probability $0.8$, so its inner probability is
$$0.2(0.8427)+0.8(0.4276)=0.5106.$$
Let the true state be $q=1$ and the data noise-free: the observed fractions are $0.5106$ and $0.4894$.

Start at $q=1/2$. The predicted fractions are $0.6767$ and $0.3233$, so the observed-to-predicted ratios are $0.7546$ and $1.5135$. Weight these ratios by the outcome probabilities of each photon number:
$$R_0=0.7546(0.8427)+1.5135(0.1573)=0.874,$$
$$R_1=0.7546(0.5106)+1.5135(0.4894)=1.126.$$
The data favour one photon. Multiplying each population by its $R^2$ and normalizing gives
$$q_{\rm new}=\frac{1.126^2}{0.874^2+1.126^2}=0.624.$$
Repetition moves $q$ towards 1. If loss is ignored, the match is instead $0.8427-0.4151q=0.5106$, hence $q=0.80$.

Back-projection uses the characteristic function. For this phase-independent state,
$$\langle e^{iky}\rangle=e^{-k^2/4}(1-\eta qk^2/2).$$
The one-photon population is obtained by integrating this function against $k e^{-k^2/4}(1-k^2/2)$, a rule derived below. With $u=k^2/2$,
$$\int_0^\infty e^{-u}(1-\eta q u)(1-u)\,du=(1-1)-\eta q(1-2)=\eta q.$$
The same lossy population appears.

Positivity adds another bias. Let $q=1$ and estimate it by $(\overline{y^2}-1/2)/\eta$, replacing values above 1 by 1. If the unrestricted error is approximately Gaussian with standard deviation $s$, the mean error becomes
$$\int_{-\infty}^0 z\frac{e^{-z^2/2s^2}}{s\sqrt{2\pi}}\,dz=-\frac{s}{\sqrt{2\pi}}.$$
It vanishes as $M^{-1/2}$ for $M$ shots, since $s$ does.

This has a general counterpart. If the true state is pure, every density matrix has fidelity at most 1 with it. An unbiased estimate would have mean fidelity 1, which requires fidelity 1 in every record, up to events of zero probability. Thus an estimator that returns density matrices and fluctuates around a pure state must be biased.

## Loss for a general state

A lossy beam splitter sends $a^\dagger$ to $\sqrt\eta\,a^\dagger+\sqrt{1-\eta}\,v^\dagger$. Expanding its $n$th power gives
$$|n\rangle\to\sum_k\sqrt{\binom nk\eta^{n-k}(1-\eta)^k}\;|n-k\rangle|k\rangle_v .$$
Tracing over the lost photons requires equal $k$ in ket and bra:
$$\rho^{(\eta)}_{mn}=\sum_k\sqrt{\binom{m+k}{k}\binom{n+k}{k}}\,\eta^{(m+n)/2}(1-\eta)^k\rho_{m+k,n+k}. \tag{2}$$
By (1), $y$ is distributed as an ideal quadrature of $\rho^{(\eta)}$. A consistent method that ignores $\eta$ therefore converges to this state. The mean photon number becomes $\eta\langle n\rangle$. The parity becomes $\sum_n\rho_{nn}(1-2\eta)^n$, because the binomial sum is $\sum_k\binom nk(-\eta)^{n-k}(1-\eta)^k$.

## Iterative maximum likelihood

With $\langle n|x,\theta\rangle=e^{in\theta}\psi_n(x)$, the operator for a lossy outcome has elements
$$\Pi_{mn}(y,\theta)=e^{i(m-n)\theta}\sum_{k}\sqrt{\binom mk\binom nk}\,\eta^{(m+n)/2-k}(1-\eta)^k\psi_{m-k}(y)\psi_{n-k}(y).$$
The sum runs to $\min(m,n)$. This is the adjoint of (2) applied to an ideal outcome. Integrating over each histogram bin and dividing by the number of phases gives operators $\Pi_j$ with $\sum_j\Pi_j=1$. Integration, rather than evaluation at the bin centre, avoids a binning error in the model.

Let $f_j$ be the observed fractions and $p_j={\rm Tr}(\rho\Pi_j)$. We maximize $\ln L=M\sum_jf_j\ln p_j$. To keep $\rho$ positive, write $\rho=AA^\dagger/{\rm Tr}(AA^\dagger)$. At ${\rm Tr}(AA^\dagger)=1$, varying $A$ gives
$${\rm Tr}[\delta A\,A^\dagger(R-1)]=0,\qquad R=\sum_j\frac{f_j}{p_j}\Pi_j.$$
The $-1$ comes from the normalization. Since $\delta A$ is arbitrary, $A^\dagger(R-1)=0$. Multiplication by $A$ and taking the adjoint give $R\rho=\rho$, hence $R\rho R=\rho$. This suggests the iteration
$$\rho\leftarrow\frac{R\rho R}{{\rm Tr}(R\rho R)},$$
started from the normalized identity, so that no direction is excluded.

The fixed-point equation alone does not prove a maximum. For any other state $\sigma$, the inequality $\ln t\le t-1$ gives
$$\ln\frac{L(\sigma)}{L(\rho)}\le M\sum_jf_j\left[\frac{{\rm Tr}(\sigma\Pi_j)}{p_j}-1\right]=M[{\rm Tr}(R\sigma)-1]\le M[\lambda_{\max}(R)-1]. \tag{3}$$
The largest eigenvalue of $R$ thus certifies how far the fit can be from the maximum, without assuming that every iteration raises $L$.

The large-data limit is the true state if the chosen Fock space contains it and the $\Pi_j$ distinguish all density matrices in that space.

## Filtered back-projection

Back-projection rests on the operator expansion
$$\rho=\frac1{2\pi}\int du\,dv\;{\rm Tr}\!\left[\rho e^{i(ux+vp)}\right]e^{-i(ux+vp)}. \tag{4}$$
To verify it, use $e^{i(ux+vp)}=e^{iuv/2}e^{iux}e^{ivp}$ and $e^{ivp}|z\rangle=|z-v\rangle$. The trace is $\int dz\,\langle z|\rho|z-v\rangle e^{iu(z-v/2)}$. The last exponential has position element $e^{iuv/2-iux}\delta(x-x'-v)$. Their product contains $e^{iu(z-x)}$. Integration over $u$ sets $z=x$, and the other delta function sets $v=x-x'$, leaving $\langle x|\rho|x'\rangle$.

Put $u=k\cos\theta$ and $v=k\sin\theta$, with $0\le\theta<\pi$ and $k$ of either sign. The area element is $|k|\,dk\,d\theta$, and the exponent contains $kx_\theta$. Define $c_\theta(k)=\langle e^{ikx_\theta}\rangle$ and $E_{mn}(k)=\langle m|e^{-ikx}|n\rangle$. Phase rotation gives $\langle m|e^{-ikx_\theta}|n\rangle=e^{i(m-n)\theta}E_{mn}(k)$. Changing the sign of $k$ conjugates both $c_\theta$ and $E_{mn}$, so
$$\rho_{mn}=\frac1\pi\int_0^\pi d\theta\,e^{i(m-n)\theta}\int_0^{k_c}k\,{\rm Re}[c_\theta(k)E_{mn}(k)]\,dk, \tag{5}$$
as $k_c\to\infty$. In practice $c_\theta$ is the average of $e^{iky}$ over the shots at each phase.

To obtain $E_{mn}$, set $\zeta=-ik/\sqrt2$. Then $e^{-ikx}=e^{-k^2/4}e^{\zeta a^\dagger}e^{\zeta a}$. Lowering $|n\rangle$ by $s$ photons and raising the result to $|m\rangle$ gives, for $m\ge n$,
$$E_{mn}=e^{-k^2/4}\sum_{s=0}^{n}\frac{\sqrt{m!\,n!}\;\zeta^{m-n+2s}}{s!\,(m-n+s)!\,(n-s)!},\qquad E_{nm}=E_{mn}.$$
For $m=n=1$ this is $e^{-k^2/4}(1-k^2/2)$, the function used by hand.

The Wigner function is the same transform with numbers $x,p$ in the last exponential of (4) and prefactor $1/4\pi^2$. For $M$ shots spread evenly over the phases,
$$W(x,p)=\frac1{4\pi M}\sum_jK(x\cos\theta_j+p\sin\theta_j-y_j),$$
$$K(z)=\int_{-k_c}^{k_c}|k|e^{ikz}dk=\frac{2[\cos k_cz+k_cz\sin k_cz-1]}{z^2}.$$
The factor $|k|$ is the filter; the sum projects each shot back along its line in phase space.

Equation (1) implies $c_y(k)=c_x(\sqrt\eta k)e^{-(1-\eta)k^2/4}$. Replacing $k$ by $k/\sqrt\eta$ gives the correction
$$c_x(k)=c_y(k/\sqrt\eta)\,e^{(1-\eta)k^2/4\eta}. \tag{6}$$
For one shot $|e^{iky/\sqrt\eta}|=1$, so the Gaussian part of the kernel is
$$\exp\left[-\frac{k^2}{4}+\frac{(1-\eta)k^2}{4\eta}\right]=\exp\left[-\frac{(2\eta-1)k^2}{4\eta}\right].$$
It decays for $\eta>1/2$. At or below that value the single-shot kernel grows without limit as the cutoff is raised. The threshold belongs to this kernel, not to likelihood estimation in a finite Fock space.

For $L$ equally spaced phases, the integrand of (5) has phase frequencies no larger than $N_{\rm rec}+N_{\rm state}$, the highest reconstructed plus the highest occupied photon number. Only even frequencies survive the integral over both signs of $k$. Their discrete average vanishes unless the frequency is a multiple of $2L$. Thus $2L>N_{\rm rec}+N_{\rm state}$ prevents aliasing.

## The procedure

1. For each phase, draw $x$ from $\langle x,\theta|\rho|x,\theta\rangle$, draw $v$ from a Gaussian of variance $1/2$, and form $y$ by (1).
2. For likelihood, histogram $y$, build the $\Pi_j$ with the known $\eta$, and iterate until the bound (3) is small compared with 1.
3. For back-projection, average $e^{iky/\sqrt\eta}$, apply (6), and evaluate (5) with a finite cutoff.
4. Repeat with independent records. The mean estimate minus the true $\rho$ is the bias; the spread about the mean is the scatter.

## A three-component pulse

Take a mode of photon energy $1.5$ eV in the state
$$|\psi\rangle=\sqrt{0.2}|0\rangle+i\sqrt{0.6}|1\rangle+\sqrt{0.2}|2\rangle ,$$
and let $\eta=0.8$. There are 24 records, each with 8 phases and 1500 shots per phase, or 12000 shots. Photon numbers 0 to 4 are reconstructed, so $2L=16$ exceeds $4+2$. The back-projection cutoff is 7.

Equation (2) gives the attenuated populations
$$P_0=0.2+0.6(0.2)+0.2(0.2)^2=0.328,$$
$$P_1=0.6(0.8)+0.2(2)(0.8)(0.2)=0.544,\qquad P_2=0.2(0.8)^2=0.128.$$
Since $\rho_{10}=0.3464i$ and $\rho_{21}=-0.3464i$, the coherence becomes
$${\rm Im}\,\rho^{(\eta)}_{10}=\sqrt{0.8}\,[0.3464-\sqrt2(0.2)(0.3464)]=0.222.$$
It falls by more than $\sqrt\eta$ because the contribution fed down from $\rho_{21}$ has the opposite sign. Parity changes from $-0.200$ to $-0.088$, and mean energy above vacuum from $1.5$ to $1.2$ eV.

The errors below are Frobenius norms of density-matrix differences, relative to the true state for bias and total root-mean-square (rms) error.

| Method | Bias | Scatter | Rms error |
|---|---:|---:|---:|
| ML, $\eta$ ignored | 0.279 | 0.034 | 0.281 |
| FBP, $\eta$ ignored | 0.276 | 0.063 | 0.283 |
| ML, $\eta$ included | 0.015 | 0.036 | 0.039 |
| FBP, $\eta$ included | 0.059 | 0.220 | 0.223 |

ML denotes maximum likelihood and FBP filtered back-projection. The first two biases agree closely with the attenuation distance $0.280$. More data would not remove them.

The last two biases need care, because a mean over 24 records still fluctuates. The expected noise in its norm is about the scatter divided by $\sqrt{24}$: $0.220/4.90=0.045$ for corrected FBP and $0.036/4.90=0.007$ for corrected ML. The FBP value $0.059$ is therefore no clear sign of bias. With noise-free probabilities its distance from the true state is about $10^{-5}$. The ML value is about twice its noise level, so 24 records determine the size of this bias only roughly. Its mean fidelity over these records is $0.989$, with a sampling error of about $0.002$; a set of 140 records gives fidelity $0.983$, bias $0.021$ and scatter $0.042$, so the tabled ML values are good to about one digit. The purity argument above requires some finite-data bias. With noise-free probabilities the ML distance falls to $4\times10^{-4}$ after 5000 iterations.

The mean energy from corrected ML is $1.502$ eV ($0.0552$ hartree), with a sampling error of about $0.004$ eV. Corrected FBP gives $1.463$ eV with a sampling error of about $0.08$ eV, so its offset from $1.5$ eV is within noise. Its small error in $P_4$, $-0.0094$, alone contributes $4(1.5)(-0.0094)=-0.056$ eV; errors in the other populations partly cancel it. High photon numbers carry large weights in the energy.

All 24 corrected FBP matrices have a negative eigenvalue, and the lowest averages $-0.135$. They can serve as linear estimates of expectation values, but they are not physical states. Replacing them by positive matrices would improve their interpretation at the cost of strict linearity and, for this pure state, of unbiasedness.

Including $\eta$ in FBP removes the attenuation bias but raises the scatter from $0.063$ to $0.220$. For independent shots the squared scatter scales as $1/M$. Neglecting cutoff error, the corrected version has the smaller rms error when
$$M>12000\,\frac{0.220^2-0.063^2}{0.280^2}\approx6.8\times10^3 .$$
This estimate holds for this state, efficiency, reconstructed space and cutoff; a lower cutoff reduces the scatter but adds a truncation error. The effect is large here: the rms error of corrected FBP falls from $0.22$ at cutoff 7 to about $0.13$ at cutoff 5, where the crossover is near $2\times10^3$ shots. Most of the scatter lies in elements involving the empty levels 3 and 4; the block of photon numbers 0 to 2 alone has scatter $0.066$. Because the scatters come from 24 records, the crossover above is uncertain by about 10%. With fewer shots, the biased estimate can have the smaller total error.

The efficiency dependence is steep. The largest single-shot contribution to $P_2$ is $3.5$ at $\eta=0.9$ and $7.4$ at $\eta=0.8$. At $\eta=0.6$ it rises from 131 to 150 when the cutoff goes from 8 to 12, so the smaller cutoff is not converged. At $\eta=0.45$ it rises from $8\times10^4$ to $5\times10^7$, as expected below the threshold.

The binned measurement still distinguishes all matrices in the five-level space at $\eta=0.45$: its smallest nonzero singular value is $0.0033$ of the largest, compared with $0.071$ at $\eta=0.8$. The state remains identifiable, but some combinations of elements are weakly measured. This does not say how many shots ML would need there. An incorrect $\eta$ would generally leave a bias that more shots cannot remove. For ML, so would a Fock space that is too small. Back-projection computes each matrix element separately, so with enough phases and a large enough cutoff, leaving out higher photon numbers does not bias the elements that are kept.

The numerical output gives the reconstructed populations and the checks of the detector model, the certificate and the phase-space formula.

## Values computed for the example and the checks

```
efficiency 0.8, photon energy 1.5 eV
records 24, phases 8, shots per phase 1500
shots per record 12000, Fock dimension 5
bins per phase 48, bin width 0.25
FBP cutoff 7.0, ML iterations 5000
Photon counting: LO photons, max CDF error, 2nd-moment excess
  100  8.18e-04  0.005000
  400  2.06e-04  0.001250
True state: P0..P4 = 0.2000 0.6000 0.2000 0.0000 0.0000
  Im rho10 0.3464, fidelity 1.0000, parity -0.2000, energy 1.5000 eV
Attenuated state: P0..P4 = 0.3280 0.5440 0.1280 0.0000 0.0000
  Im rho10 0.2222, fidelity 0.8073, parity -0.0880, energy 1.2000 eV
ML, eta ignored: P0..P4 = 0.3285 0.5420 0.1279 0.0010 0.0006
  Im rho10 0.2251, fidelity 0.8064, parity -0.0860, energy 1.2051 eV
FBP, eta ignored: P0..P4 = 0.3291 0.5439 0.1289 -0.0011 -0.0018
  Im rho10 0.2258, fidelity 0.8112, parity -0.0865, energy 1.1865 eV
ML, eta included: P0..P4 = 0.2032 0.5955 0.1989 0.0017 0.0007
  Im rho10 0.3426, fidelity 0.9890, parity -0.1945, energy 1.5018 eV
  same energy in hartree 0.05519
FBP, eta included: P0..P4 = 0.2012 0.5992 0.2012 0.0038 -0.0094
  Im rho10 0.3512, fidelity 1.0025, parity -0.2100, energy 1.4630 eV
Frobenius norms: bias, scatter per record, rms error
  ML, eta ignored: 0.2791, 0.0341, 0.2811
  FBP, eta ignored: 0.2758, 0.0628, 0.2825
  ML, eta included: 0.0151, 0.0362, 0.0385
  FBP, eta included: 0.0594, 0.2196, 0.2230
attenuation bias norm 0.2796
Exact-data distance to target: eta ignored, eta included
  ML  4.05e-05, 4.23e-04
  FBP 5.47e-06, 9.33e-06
largest certified log-likelihood gap 0.0004
FBP records with a negative eigenvalue 24
mean lowest eigenvalue of corrected FBP -0.1349
Wigner-overlap test, largest error 4.3e-10
Kernel peak for P2: eta, cutoff 8, cutoff 12
  0.90  3.515  3.516
  0.80  7.399  7.407
  0.60  130.736  149.893
  0.45  81016.996  50973481.578
Smallest/largest singular value of binned measurement
  eta 0.80: 7.14e-02
  eta 0.45: 3.29e-03
```
